\section*{The peak force of a switched Tersoff–Brenner bond measures the cutoff window}

\section{A bond is pulled until it breaks}

A sheet of carbon is stretched slowly in a simulation, or one hydrogen atom is drawn out of methane. The tension $F=dE/dr$ in a bond of length $r$ rises, passes a maximum and falls, and the static maximum is what is meant here by the strength of the bond. With a Tersoff or Brenner potential the curve is continuous and the maximum is well defined. The belief to be examined is that this maximum is a property of the carbon bond, trustworthy to the same degree as the bond energies, lengths and force constants to which the potential was fitted.

The model used here is a simplified form of these potentials, without their further exponents and correction terms in the bond order:
\begin{equation}
E=\tfrac12\sum_{i\ne j}w_{ij}\,[V_R(r_{ij})-b_{ij}V_A(r_{ij})],\qquad b_{ij}=(1+\zeta_{ij})^{-\delta},\qquad \zeta_{ij}=\sum_{k\ne i,j}w_{ik}\,g(\theta_{jik}),
\end{equation}
with $\theta_{jik}$ the angle at $i$. The weight $w_{ij}$ decides which pairs count as bonds. In the radial scheme $w=f(r)$, equal to 1 below $R_1$, to 0 above $R_2=R_1+\Delta$, and to $\tfrac12[1+\cos\pi t]$ between, where $t=(r-R_1)/\Delta$. Tersoff's sine switch is the same function, since $\cos\pi t=-\sin\pi(t-\tfrac12)$. The algebra is in atomic units and contains no dimensional constant, so the formulas hold unchanged in eV and \AA, the units of the numbers. All paths are static and all fragments rigid.

\section{Why the belief tempts}

With $x=r-r_0$, $\gamma=\beta\sqrt{2/S}$, $\alpha=S\gamma$ and a shape parameter $S>1$, Brenner's pair terms are
\begin{equation}
V_R=\frac{D}{S-1}e^{-\alpha x},\qquad V_A=\frac{DS}{S-1}e^{-\gamma x}.
\end{equation}
Hold $b$ fixed, set $w=1$, and let $V=V_R-bV_A$. The condition $V'=0$ reads $\alpha e^{-\alpha x_b}=bS\gamma e^{-\gamma x_b}$; because $\alpha=S\gamma$ the prefactors cancel and $e^{-(S-1)\gamma x_b}=b$. Raising this to the powers $S/(S-1)$ and $1/(S-1)$ gives $e^{-\alpha x_b}=b^{S/(S-1)}$ and $b\,e^{-\gamma x_b}=b^{1+1/(S-1)}=b^{S/(S-1)}$. Both terms carry the same factor, so with $\xi=r-r_b$,
\begin{align}
V&=\frac{D_b}{S-1}\left[e^{-\alpha\xi}-Se^{-\gamma\xi}\right],\qquad D_b=Db^{S/(S-1)},\qquad r_b=r_0-\frac{\ln b}{(S-1)\gamma},\label{bare}\\
V'&=\frac{D_b\alpha}{S-1}\left[e^{-\gamma\xi}-e^{-\alpha\xi}\right],\qquad V''=\frac{D_b\alpha}{S-1}\left[\alpha e^{-\alpha\xi}-\gamma e^{-\gamma\xi}\right].
\end{align}
At $\xi=0$ the depth is $D_b$ and the stiffness is $k=D_b\alpha\gamma=D_bS\gamma^2=2\beta^2D_b$, since $\alpha-\gamma=(S-1)\gamma$. The force is largest where $V''=0$, that is where $e^{(S-1)\gamma\xi^*}=S$. There $e^{-\gamma\xi^*}=S^{-1/(S-1)}$ and $e^{-\alpha\xi^*}=e^{-\gamma\xi^*}/S$, so the bracket in $V'$ is $S^{-1/(S-1)}(S-1)/S$ and
\begin{equation}
r^*=r_b+\frac{\ln S}{(S-1)\gamma},\qquad F^*=D_b\gamma S^{-1/(S-1)}=\phi(S)\,\beta D_b,\qquad \phi=\sqrt{2/S}\;S^{-1/(S-1)}.\label{fstar}
\end{equation}
For $1<S\le2$ the factor $\phi$ hardly depends on the shape. From $\ln\phi=\tfrac12\ln2-\tfrac12\ln S-\ln S/(S-1)$,
\begin{equation}
(S-1)^2\frac{d\ln\phi}{dS}=\ln S-\frac{(S-1)^2+2(S-1)}{2S}=\ln S-\frac12\left(S-\frac1S\right)\equiv h(S).
\end{equation}
Here $h(1)=0$ and $h'=1/S-\tfrac12-1/(2S^2)=-(S-1)^2/(2S^2)<0$, so $h<0$ and $\phi$ decreases for $S>1$. It starts from $\sqrt2/e=0.5203$ as $S\to1$, where $\ln S/(S-1)\to1$, passes 0.5181 at $S=1.25$ and reaches $\tfrac12$ at the Morse value $S=2$. As $\beta D_b=\sqrt{kD_b/2}$, the depth and the stiffness nearly fix $F^*$ within this family for $1<S\le2$. A potential fitted to energies and force constants therefore seems to deliver the strength as a by-product. What has been shown is that the fit fixes the maximum of the two-exponential curve with $w=1$ and fixed $b$. The curve that is actually differentiated is a different one once the bond enters the window, and its maximum can be far larger when the window is narrow and much binding is left.

\section{What the window does to the force}

At fixed $b$ the energy of the stretched bond is $fV$, and
\begin{equation}
F=fV'+f'V,\qquad f'=-\frac{\pi}{2\Delta}\sin\pi t.\label{window}
\end{equation}
In the window $V<0$ and $f'<0$, so the second term is an added tension. At the midpoint $f=\tfrac12$ and $\sin\pi t=1$, which gives $F_{\rm mid}=V'/2+\pi|V|/(2\Delta)$. The slope is $F'=fV''+2f'V'+f''V$ with $f''=-(\pi^2/2\Delta^2)\cos\pi t$; just inside $R_1$, where $f=1$ and $f'=0$,
\begin{equation}
F'(R_1^+)=V''(R_1)+\frac{\pi^2W}{2\Delta^2},\qquad W=-V(R_1)>0.\label{slope}
\end{equation}
A bond already past its inflection point, with $V''<0$, stiffens again if the second term wins. For a narrow window, expand $|V|$ at the midpoint as $W-V'\Delta/2$:
\begin{equation}
F_{\rm mid}=\frac{\pi W}{2\Delta}\left[1-\left(\frac\pi4-\frac12\right)\frac{2\Delta V'(R_1)}{\pi W}+O(\Delta^2)\right].\label{narrow}
\end{equation}
The maximum differs from the midpoint value at relative order $\Delta^2$, because the slope of $F$ at the midpoint is of order $V'/\Delta$ and its curvature of order $W/\Delta^3$, so that the gain, slope squared over curvature, is of order $V'^2\Delta/W$. The peak thus grows as $1/\Delta$ without limit, while $D_b$, $k$ and every property of structures that have no pair distance inside the window stay the same.

The cosine is not the cause. For any continuous switch and any many-body form, let $E(r)$ be the total energy along the path and suppose that at $R_2$ the pieces no longer interact. Then
\begin{equation}
\int_{R_1}^{R_2}F\,dr=E(\text{fragments})-E(R_1)\equiv W\quad\Longrightarrow\quad F_{\rm peak}\ge\frac W\Delta,\label{bound}
\end{equation}
because a function cannot lie below its mean everywhere. The real bond spreads the work $W$ over the whole range beyond $R_1$; the potential must do it within $\Delta$. If the potential reproduces a reference energy at $R_1$ and for the fragments, its $W$ is the reference $W$, and its peak must exceed the reference maximum $F_{\max}$ whenever $\Delta<W/F_{\max}$. For such a narrow window, good fitting does not cure the overshoot; it guarantees it.

\section{One C--H bond of methane}

The reference is frozen-core CCSD in the cc-pVDZ basis. One C--H bond is pulled, the other three stay at 1.10~\AA{} and the angles stay tetrahedral. The zero of energy is unrestricted CCSD for CH$_3$ at the same frozen geometry plus the unrestricted Hartree--Fock hydrogen atom. This level omits triple excitations, basis completeness, relaxation and zero-point motion, and the restricted CCSD curve need not join the unrestricted fragment energy at large $r$. Nine energies from 1.0 to 1.8~\AA{} in steps of 0.1~\AA{} were interpolated by a polynomial of degree eight in $e^{-1.8(r-1.1)}$, $r$ in \AA. The interpolant has its minimum at $r_e=1.1027$~\AA, with $D=4.922$~eV and $k=34.32$~eV/\AA$^2$, and its largest slope is $F_{\max}=4.805$~eV/\AA{} (7.70~nN) at 1.516~\AA. These digits belong to this level of theory. Adding the (T) correction and the MP2 shift from cc-pVDZ to cc-pVTZ moves $r_e$ to about 1.089~\AA, $D$ to 5.14~eV, $k$ down by about 0.5~eV/\AA$^2$ and $F_{\max}$ to 4.73~eV/\AA{} at 1.50~\AA.

For the comparison the bond orders of all four bonds are held fixed, so that the depth of the pair curve equals the dissociation energy. In the full model the three remaining bonds strengthen when the hydrogen leaves, and the pair curve would have to be deeper by that gain; this effect is left out here. Its size depends on the model: with $S=2$ and the $g$ and $\delta$ of the next section, fitting the full model to the same $r_e$, $D$ and $k$ gives a pair depth of 5.73~eV and a bare maximum of 4.96~eV/\AA, or $1.03\,F_{\max}$. A Morse curve ($S=2$, the bond order absorbed in $D$) fitted to these three quantities has
\begin{align}
\beta&=\sqrt{34.32/(2\times4.922)}=1.867~\text{\AA}^{-1},\qquad r^*=1.1027+\ln2/1.8672=1.474~\text{\AA},\nonumber\\
F^*&=\tfrac12\times1.8672\times4.922=4.595~\text{eV/\AA}\quad(7.36~\text{nN}).
\end{align}
This is 0.956 of the CCSD maximum, and about 0.98 when both sides are taken from the corrected estimate, so the tempting inference holds to about 5\% for the bare curve of this bond.

Now open a window at the chosen value $R_1=1.6$~\AA, beyond both maxima. The binding left there is $W=3.071$~eV in CCSD and 3.121~eV on the Morse curve, where $V'=4.393$~eV/\AA{} and $V''=-2.845$~eV/\AA$^2$. For $\Delta=0.3$~\AA, Eq.~(\ref{slope}) gives $-2.845+\pi^2\times3.121/(2\times0.3^2)=168.3$~eV/\AA$^2$: a softening bond turns stiffer than it is at equilibrium. The bound from the CCSD energies alone is $3.071/0.3=10.24$~eV/\AA, more than twice $F_{\max}$. Numerical maximization of Eq.~(\ref{window}) gives the peaks, all forces in eV/\AA:
\begin{center}
\begin{tabular}{ccccc}
$\Delta$ (\AA) & $W/\Delta$ (Morse) & $F_{\rm mid}$ & $F_{\rm peak}$ & $F_{\rm peak}/F_{\max}$\\
0.3 & 10.40 & 15.02 & 15.64 & 3.25\\
0.5 & 6.24 & 8.42 & 9.47 & 1.97\\
1.0 & 3.12 & 3.42 & 5.44 & 1.13
\end{tabular}
\end{center}
At fixed bond orders the same bond has an apparent strength of 25.1, 15.2 or 8.7~nN according to a parameter that affects neither its energy nor its stiffness, against 7.70~nN at the reference level. The bound forces an overshoot for any switch narrower than $3.071/4.805=0.639$~\AA{} (about 0.69~\AA{} with the corrected estimate, for which $W\approx3.25$~eV). It is a lower bound and not the peak: at $\Delta=1.0$~\AA{} it lies below $F^*$, yet the cosine peak exceeds $F^*$, and root finding shows that it falls to $F^*$ at a width of 1.498~\AA. At the other end, for $\Delta=0.002$~\AA, Eq.~(\ref{narrow}) gives $1-(\pi/4-1/2)\times2\times0.002\times4.393/(\pi\times3.121)=0.9995$ for the peak in units of $\pi W/2\Delta$.

\section{The bond order in a stretched sheet}

When all bonds enter the window together, $b$ changes too. Take a honeycomb sheet dilated uniformly, with bond length $r$ and second neighbours beyond $R_2$. Each atom has three bonds shared by two atoms, so the energy per bond is $e=f[V_R-bV_A]$ with $\zeta=2gf$ and $g=g(120^\circ)$. The chain rule gives $db/dr=-\delta(1+\zeta)^{-\delta-1}2gf'$, and with $2gf=\zeta$ this means $-fV_A\,db/dr=+f'\delta\zeta bV_A/(1+\zeta)$. Hence
\begin{equation}
F=\frac{de}{dr}=f\,(V_R'-bV_A')+f'\left[V_R-bV_A+\frac{\delta\zeta}{1+\zeta}\,bV_A\right].\label{sheet}
\end{equation}
The new term is positive inside the bracket and so reduces the tension, while the rise of $b$ as $\zeta$ falls deepens $V_R-bV_A$ and raises it. Since $e(R_1)$ and $e(R_2)=0$ are the same as at fixed $b$, the mean force $W/\Delta$ is the same: the bond order redistributes the force within the window.

Take round parameters of carbon-like size, $D=7$~eV, $r_0=1.3$~\AA, $\beta=2$~\AA$^{-1}$, $S=1.25$, $\delta=\tfrac12$, and the simple angular function $g=g_0(1+\cos\theta)^2$ with $g_0=0.3$. The window 1.7--2.0~\AA{} is the one that Brenner's potential uses for C--C pairs. Then $g=0.3\times0.25=0.075$, $\zeta=0.150$ below the window, $b=1.15^{-1/2}=0.9325$ and $\gamma=2\sqrt{1.6}=2.5298$~\AA$^{-1}$, and Eqs.~(\ref{bare}) and (\ref{fstar}) give
\begin{align}
D_b&=7\times1.15^{-5/2}=4.936~\text{eV},\qquad r_b=1.3+\frac{\tfrac12\ln1.15}{0.25\times2.5298}=1.4105~\text{\AA},\nonumber\\
r^*&=1.4105+\frac{\ln1.25}{0.25\times2.5298}=1.763~\text{\AA},\qquad F^*=\frac{4.9358\times2.5298}{1.25^4}=5.11~\text{eV/\AA},
\end{align}
or 8.19~nN. The bare maximum lies inside the window. Equation~(\ref{bare}) at 1.7~\AA{} gives $W=3.961$~eV, so the mean force is $3.961/0.3=13.20$~eV/\AA. The numerical maximum of Eq.~(\ref{sheet}) is 19.66~eV/\AA{} (31.5~nN) at 1.838~\AA, which is $3.84\,F^*$; with $b$ frozen at 0.9325 it is 20.00~eV/\AA. For these parameters the change of the bond order inside the window lowers the peak by only about 2\%; for other values of $g_0$ and $\delta$ the effect has to be computed anew.

The bound suggests moving the window out to where $W$ is small. A window at 4--5~\AA{} with $w=f_{\rm out}(r)$ admits the farther shells, each of which adds positive terms to $\zeta$ and so lowers $b$ while leaving $V_R$ untouched. A direct lattice sum at $r_b$ gives $+11.78$~eV per nearest-neighbour bond in place of $-4.94$~eV. The parameters assume that nearest neighbours alone are counted, so a long range needs another rule for discarding the rest.

\section{Screening by a third atom}

Baskes screening discards a pair when a third atom stands between its members. Put $i$ and $j$ at $(\mp R/2,0)$ with $R=r_{ij}$ and $k$ at $(x,y)$, and let $X_{ik}=r_{ik}^2/R^2$, $X_{jk}=r_{jk}^2/R^2$. From $r_{ik}^2=(x+R/2)^2+y^2$ and $r_{jk}^2=(x-R/2)^2+y^2$ follow $X_{ik}-X_{jk}=2x/R$ and $X_{ik}+X_{jk}=\tfrac12+2(x^2+y^2)/R^2$, so
\begin{equation}
C=\frac{2(X_{ik}+X_{jk})-(X_{ik}-X_{jk})^2-1}{1-(X_{ik}-X_{jk})^2}=\frac{4y^2/R^2}{1-4x^2/R^2}=\frac{y^2}{R^2/4-x^2}.
\end{equation}
Atom $k$ lies on the ellipse $x^2+y^2/C=R^2/4$ through $i$ and $j$. The screening factor is $S_{ij}=\prod_ks(C_{ikj})$, where $s$ rises, here by the cosine switch, from 0 at $C_{\min}$ to 1 at $C_{\max}$, and $s=1$ for $k$ outside the slab $|x|<R/2$. The weight is $w_{ij}=f_{\rm out}S_{ij}$. The values chosen are $C_{\min}=1.5$ and $C_{\max}=2.5$.

Two scalar products decide the matter:
\begin{equation}
(\mathbf r_i-\mathbf r_k)\cdot(\mathbf r_j-\mathbf r_k)=x^2+y^2-R^2/4,\qquad(\mathbf r_j-\mathbf r_i)\cdot(\mathbf r_k-\mathbf r_i)=R\,(x+R/2).
\end{equation}
The angle at $k$ is obtuse when the first is negative, that is when $y^2<R^2/4-x^2$, which says that $k$ is in the slab with $C<1$; this is Thales' circle. The angle at $i$ is obtuse when $x<-R/2$, which puts $k$ outside the slab. Neither statement involves a bond length.

In methane every third atom of a C--H pair is a hydrogen at the obtuse tetrahedral angle, so $S_{\rm CH}=1$ at any extension. Below the outer window the pulled bond therefore follows its bare curve. Inside that window the hydrogen also drops out of $\zeta$ for the other three C--H bonds; their bond orders rise and add a negative term to the force, even when the pulled pair itself has almost no binding left. Every H--H pair subtends that angle at the carbon, so $C<1<C_{\min}$ and $S_{\rm HH}=0$. For legs $d$ enclosing $\theta$, $x=0$, $y=d\cos(\theta/2)$ and $R/2=d\sin(\theta/2)$ give $C=\cot^2(\theta/2)$, which is $\tfrac12$ in the symmetric molecule; with one bond at 3.0~\AA{} the formula above gives 0.415.

In the honeycomb of bond length $r$, measure height along one bond from its lower atom. Sites lie at heights $0$ and $r$ modulo $3r/2$, none strictly between 0 and $r$, and a site on the slab edge has $C\to\infty$; the bond is unscreened. The second shell, at $\sqrt3\,r$, has $C=\cot^260^\circ=\tfrac13$. The third, at $2r$, spans a diameter of the hexagon, whose other corners lie on the Thales circle with $C=1$. For $R>2r$, note that each hexagon divides into six equilateral triangles of side $r$, so every point, the midpoint of the pair included, is within $r<R/2$ of a site; that site is inside the circle and has $C<1$. With $C_{\min}\ge1$ all farther pairs vanish, bonds have $w=f_{\rm out}$, and Eq.~(\ref{sheet}) holds with $f_{\rm out}$ in place of $f$. Below 4~\AA{} the force is the bare $V'$. Maximizing the finite-difference force of the screened lattice sum gives 5.11~eV/\AA{} at 1.763~\AA, which is $F^*$ at $r^*$. The outer window still obeys the bound, but $W(4.0~\text{\AA})=0.030$~eV, and the largest force in it is 0.072~eV/\AA. The variant $w=f+(1-f)f_{\rm out}S_{ij}$ behaves alike on this path, since it equals 1 when $f_{\rm out}S_{ij}=1$ and equals $f$, zero beyond $R_2$, when $S_{ij}=0$.

\section{Where screening switches}

The removal rests on $S_{ij}$ being constant along the path. Take three atoms with apex $k$, fixed legs $L$ and a base $ij$ of length $u$. For the base $x=0$ and $y^2=L^2-u^2/4$, so $C=4L^2/u^2-1$, and $w=S_{ij}$ falls from 1 to 0 between $u_1=2L/\sqrt{1+C_{\max}}$ and $u_2=2L/\sqrt{1+C_{\min}}$. The legs stay unscreened. For the pair $ki$, atom $j$ has $x=L\cos\theta-L/2$ and $y=L\sin\theta$, with $\theta$ the apex angle, so $C_{\rm leg}=\sin^2\theta/[\cos\theta(1-\cos\theta)]=1+1/\cos\theta$; and $C=\cot^2(\theta/2)\le2.5$ means $\cos\theta=(C-1)/(C+1)\le3/7$, so $C_{\rm leg}\ge10/3>C_{\max}$.

The base angle has cosine $u/2L$; call its angular factor $g_i$. The weight $w$ enters $E$ in the base term $w[V_R(u)-b_{ij}V_A(u)]$, where $b_{ij}=(1+g_i)^{-\delta}$ does not depend on $w$, and in the two terms $-\tfrac12(1+wg_i)^{-\delta}V_A(L)$ for the legs seen from $i$ and from $j$. Therefore
\begin{equation}
\frac{dE}{du}=\left.\frac{\partial E}{\partial u}\right|_w+S_{ij}'(u)\left[V_R(u)-b_{ij}V_A(u)+\delta g_i(1+wg_i)^{-\delta-1}V_A(L)\right],
\end{equation}
with $S_{ij}'=-(8L^2/u^3)\,ds/dC\le0$. This has the structure of Eq.~(\ref{sheet}). Define the excess force as $dE/du$ minus the force with $w$ held at 1. Both energies equal $E(u_1,1)$ at $u_1$, so the mean excess is $[E(u_2,0)-E(u_2,1)]/(u_2-u_1)$, the work argument again.

With the parameters above and $L=1.4105$~\AA, the edges are $u_1=1.5079$ and $u_2=1.7841$~\AA, apex angles of $64.6^\circ$ and $78.5^\circ$. Summing the energy at $u_2$ with $w=0$ and $w=1$ gives a difference of $-5.127$~eV, and the mean excess is $-5.127/(1.7841-1.5079)=-18.6$~eV/\AA. On a grid of 39 interior points the extreme excess is $-29.1$~eV/\AA{} and the extreme of the $S_{ij}'$ term is $-28.4$~eV/\AA, both several times $F^*$ in size. The sign is the reverse of the radial case. Since $S_{ij}'\le0$, a negative term means a positive bracket: at these acute angles the two legs gain more from losing the base than the base itself is worth, and the switch pushes the ring open. The sign belongs to this model; for $\delta=0$ the bracket is $V_R-V_A<0$ at these distances and the same switch adds tension. The mean excess is the energy difference at $u_2$ divided by $u_2-u_1$. Since $C_{\max}$ and $C_{\min}$ fix the two edges, they determine both the width and the place where the difference is taken, much as $\Delta$ and $R_1$ determine $W/\Delta$ in the radial case.

Below the outer window, a screened potential of the simplified form used here, in which $\zeta$ depends on bond lengths only through $w$, therefore follows the bare curve through its maximum $F^*$ on paths where the bond angles stay fixed and every third atom stays below $C_{\min}$, above $C_{\max}$ or outside the slab. A factor such as $e^{\lambda(r_{ij}-r_{ik})}$ in $\zeta$, which the general Tersoff and Brenner forms allow, changes the bond orders when a single bond is pulled, even at fixed angles, and the maximum then has to be computed anew. Inside the outer window the force can be relied on to be small only if little binding is left in the stretched bonds and if their removal hardly changes the energy of the bonds that remain. The second condition is met in the dilated sheet, where no short bond remains, but not in general when a single bond is pulled. That $F^*$ belongs to the fitted two-exponential curve. Its agreement with an electronic-structure curve, a ratio of 0.956 to CCSD for the rigid C--H pull at fixed bond orders, was found for one bond and has to be established anew for another.
